# Why Agreement with Experiment Does Not Measure Pseudopotential Accuracy

Take a magnesium atom whose ten core electrons have been replaced by a pseudopotential. Hartree–Fock theory with three Gaussian functions gives a first ionization energy of 7.664 eV, and the value it should reproduce is 7.664 eV. Encouraged, one uses the same potential to remove the second electron, and the result is wrong by 1.68 eV. One then returns to the first ionization energy with a large basis and a full treatment of valence correlation. The answer becomes worse, by 1.05 eV. Nothing has gone wrong in the better calculation. The potential was poor from the start, and the agreement hid it.

## The belief and its appeal

The belief is that, of two pseudopotentials, the one whose results lie closer to experiment is the more accurate. It has a sound core. Experiment is the final judge of a physical prediction, and a complete recipe of potential, method and basis that agrees with many measurements may serve well for similar systems. The step that fails is the transfer of credit from the whole recipe to one ingredient.

A pseudopotential has a narrower task than predicting nature. In Gaussian units the valence Hamiltonian of an atom is

$$
H_V=\sum_i\left[-\frac{\hbar^2}{2m}\nabla_i^2-\frac{Z_v e^2}{r_i}+V_i\right]+\sum_{i<j}\frac{e^2}{r_{ij}} ,
$$

where $Z_v$ is the nuclear charge minus the number of removed electrons, here $12-10=2$. The operator $V_i$, which may act differently on different angular momenta, stands for what the core does to a valence electron. Repulsion between valence electrons remains explicit, and so does the need to treat their correlation. The potential should therefore be judged by whether it reproduces the all-electron problem it replaces, with everything else equal.

## The errors that add up

Let $O[V,M,B]$ be an energy difference computed with potential $V$, method $M$ and basis $B$, and let $O_{\rm t}$ be the target. All errors below are computed value minus reference. For Hartree–Fock (HF) in a small basis, I add and subtract two intermediate results: the same potential in a large basis, and the all-electron (AE) atom in that large basis. This gives

$$
O[V,{\rm HF},{\rm small}]-O_{\rm t}=\Delta_B+\Delta_V+\Delta_M ,
$$

$$
\Delta_B=O[V,{\rm HF},{\rm small}]-O[V,{\rm HF},{\rm large}],
$$

$$
\Delta_V=O[V,{\rm HF},{\rm large}]-O[{\rm AE},{\rm HF},{\rm large}],
$$

$$
\Delta_M=O[{\rm AE},{\rm HF},{\rm large}]-O_{\rm t}.
$$

The intermediate terms cancel in pairs, so the identity needs no approximation. Writing $\delta$ for the total error, $\Delta_V=\delta-\Delta_B-\Delta_M$, and the triangle inequality gives

$$
|\Delta_V|\le|\delta|+|\Delta_B|+|\Delta_M| .
$$

A small $\delta$ thus guarantees a small potential error if the other two errors are known to be small as well. If they are unknown, $\delta=0$ is compatible with a $\Delta_V$ of any size.

The split depends on the order in which the ingredients are changed. Let $D_{\rm HF}$ be the potential error at Hartree–Fock level and $D_{\rm c}$ the one with correlated valence electrons, both in the large basis. Regrouping the four energies gives

$$
\begin{aligned}
D_{\rm c}-D_{\rm HF}
&=(O[V,{\rm c}]-O[{\rm AE},{\rm c}])-(O[V,{\rm HF}]-O[{\rm AE},{\rm HF}])\\
&=(O[V,{\rm c}]-O[V,{\rm HF}])-(O[{\rm AE},{\rm c}]-O[{\rm AE},{\rm HF}]).
\end{aligned}
$$

The two errors differ by the amount by which the potential misrepresents the valence correlation contribution. A report of "the" potential error must therefore name the level at which it was taken.

## What the reference must match

The all-electron reference is defined by four choices.

1. The observable and the electronic states are the same on both sides.
2. The relativistic content is that which the potential is meant to carry. A potential built from scalar-relativistic data is compared with a scalar-relativistic all-electron calculation, without spin–orbit coupling.
3. The valence electrons are correlated in the same way on both sides. Core correlation enters the reference if the potential was designed to contain it, and stays out otherwise.
4. Both calculations are close to their basis limits, or at least share a basis good enough for the difference sought.

The third point needs care. A pseudopotential calculation has no core electrons to correlate. If the potential was built from Hartree–Fock data, the missing core correlation is a limitation of the chosen model, and it should be listed separately. If the potential was built from data with a correlated core, leaving that correlation out of the reference would count an intended feature as an error.

The published potential used here is the BFD potential, which is based on scalar-relativistic Hartree–Fock. Its reference is therefore Hartree–Fock with the spin-free exact two-component (X2C) Hamiltonian, or the same Hamiltonian with only the two 3s electrons correlated. For that correlation I use coupled cluster with single and double excitations (CCSD). Two electrons cannot be excited more than doubly, so CCSD is then equivalent to full configuration interaction in the given basis. A test on the pseudo-atom in a medium basis confirmed this to within $10^{-6}$ eV. The all-electron Mg$^+$ ion is treated with spin-unrestricted Hartree–Fock, so its core is spin-polarized, which the valence model cannot imitate. This lowers the ion by 0.002 eV relative to the restricted treatment.

## A magnesium atom with a deliberate cancellation

The observables are

$$
I_1=E({\rm Mg}^+)-E({\rm Mg}),\qquad I_2=E({\rm Mg}^{2+})-E({\rm Mg}^+).
$$

In place of a measurement I use a computed target, so that each contribution can be inspected. It is an all-electron X2C calculation with CCSD for the valence pair and second-order perturbation theory for correlation involving the 2s and 2p shells. It leaves out spin–orbit coupling, 1s correlation, core correlation beyond second order, and basis functions above d. It is neither exact nor experimental, and its second-order core part should not be read as an accurate value of the core correlation. The argument needs only a fixed number to be agreed with. The target values are $I_1=7.664$ eV and $I_2=14.981$ eV. They are not converged in the basis: a denser basis with f and g functions raises them to 7.687 and 15.015 eV, mainly because the core parts grow from 0.130 and 0.236 eV to 0.147 and 0.270 eV.

To the BFD potential I add an attractive well,

$$
V_c=V_{\rm BFD}+c\,g(r),\qquad g(r)=e^{-r^2/w^2},\qquad w=1.5\,a_0,
$$

with $a_0=\hbar^2/(me^2)$. The coefficient $c$ is an energy. It is adjusted until Hartree–Fock with three s functions, of exponents 1.0, 0.15 and 0.05 $a_0^{-2}$, reproduces the target $I_1$. This gives $c=-17.42$ eV. The zero total error is thus imposed by an empirical fit. What the fit does not determine is how the errors are distributed and what happens elsewhere.

The large basis has 66 functions of s, p and d type. In it, the fitted potential gives $I_1=7.7191$ eV at Hartree–Fock level, while the all-electron Hartree–Fock value is 6.6164 eV. The three errors are

$$
\begin{aligned}
\Delta_B&=7.6638-7.7191=-0.0553\ {\rm eV},\\
\Delta_V&=7.7191-6.6164=+1.1027\ {\rm eV},\\
\Delta_M&=6.6164-7.6638=-1.0474\ {\rm eV}.
\end{aligned}
$$

Their sum is zero to the printed digits. A potential error of 1.10 eV is concealed by 1.05 eV of missing correlation and 0.06 eV of basis error.

The unmodified BFD potential, used in the same small basis at the same level, gives 6.599 eV and misses the target by 1.07 eV. Ranked by agreement, the fitted potential wins clearly. Against the matched Hartree–Fock reference the order is reversed:

| Potential error at HF level | $I_1$ (eV) | $I_2$ (eV) |
|---|---:|---:|
| BFD | −0.003 | −0.008 |
| Fitted | +1.103 | +2.039 |

The BFD entries should be read as "below about 0.01 eV". An independent radial solution for the single valence electron of Mg$^+$ differs from the large-basis result by up to 0.005 eV over the two potentials, so the last digits of these small errors carry no meaning. In a denser basis on both sides the four entries become −0.0005, −0.006, +1.106 and +2.042 eV. The four decimals used in the sums therefore hold within the 66-function basis only. The errors of the fitted potential are far above this resolution.

## Why one repaired number damages another

The failure for $I_2$ can be derived. Let $G=\sum_i g(r_i)$, and let $\Phi_c$ be the normalized Hartree–Fock state for coefficient $c$. For real orbitals its energy is

$$
E(c)=\langle\Phi_c|H_{\rm BFD}+cG|\Phi_c\rangle .
$$

Differentiation acts on the explicit factor $c$ and on the state:

$$
\frac{dE}{dc}=\langle\Phi_c|G|\Phi_c\rangle+2\left\langle\frac{d\Phi_c}{dc}\middle|H_{\rm BFD}+cG\middle|\Phi_c\right\rangle .
$$

The second term is the first-order change of the energy under an allowed, norm-conserving variation of the orbitals. Hartree–Fock orbitals make the energy stationary under such variations, and the basis does not depend on $c$, so this term vanishes. What remains is the Hellmann–Feynman result $dE/dc=\langle G\rangle$.

In the valence model Mg$^{2+}$ has no electrons and its energy is zero for every $c$. With subscripts 0 and + for Mg and Mg$^+$,

$$
\frac{dI_1}{dc}=\langle G\rangle_+-\langle G\rangle_0,\qquad
\frac{dI_2}{dc}=-\langle G\rangle_+ .
$$

At the fitted $c$, evaluated in the large basis, these derivatives are $-0.0774$ and $-0.1352$. Both were tested against finite differences of the energies. Hence $\langle G\rangle_+=0.1352$ and $\langle G\rangle_0=0.1352+0.0774=0.2126$, or $0.1063$ per electron in the neutral atom. An electron in the neutral atom samples the well less than the single electron of the ion does.

This fixes which ionization energy moves more. Write $p_+=\langle G\rangle_+$ and $p_0=\langle G\rangle_0/2$. Then

$$
\frac{dI_2/dc}{dI_1/dc}=\frac{-p_+}{p_+-2p_0}=\frac{p_+}{2p_0-p_+} .
$$

For $p_+/2<p_0<p_+$ the denominator is positive and smaller than $p_+$, so the ratio exceeds one. In the limit of a rigid orbital, $p_0=p_+$, the ratio equals one. Here it is $0.1352/0.0774=1.75$: a small further deepening of the well shifts $I_2$ by 1.75 times as much as $I_1$.

The correction that Hartree–Fock needs to reach the target has a very different ratio. For $I_1$, valence correlation contributes $7.5335-6.6164=0.9171$ eV and core correlation 0.1303 eV, together 1.0474 eV. For $I_2$ there is no valence pair in either state, and only the core part of 0.2364 eV is needed. The ratio of the method errors is $0.2364/1.0474=0.23$, or 0.25 when f and g functions are added. In the small basis, where the basis error has to be made up as well, the gaps between BFD and the target give $(14.9810-14.4791)/(7.6638-6.5986)=0.47$, still well below one. The well has been asked to imitate the correlation of an electron pair, but it acts on each electron separately and remains active when the pair is gone.

The whole fit is too large a change for a linear estimate. From $c=0$ to the fitted value, the large-basis $I_2$ rises by $16.7831-14.7366=2.0465$ eV, a mean slope of magnitude $2.0465/17.4213=0.117$, below the final 0.135. The direction of this curvature follows from the variational principle. For a fixed trial state the energy is linear in $c$, and the ground-state energy is the minimum over such straight lines, which is a concave function. Thus $I_2=-E({\rm Mg}^+)$ is convex in $c$, and its negative slope becomes steeper as the well deepens.

In the small basis, where the fit was made, the fitted potential gives $I_2=16.664$ eV. The total error is

$$
-0.1187+2.0386-0.2364=+1.6835\ {\rm eV},
$$

which agrees with the printed 1.6834 eV within rounding. The potential error has nearly doubled relative to $I_1$, while the method error that was meant to balance it has shrunk to less than a quarter.

A more flexible correction, with two adjustable terms, might fit both ionization energies. Other quantities would then have to be checked, and which of them exposes the error depends on the fit. For the single well used here, the size of the valence orbital does so. The Hartree–Fock 3s orbital has $\langle r^2\rangle=12.39\,a_0^2$ in the all-electron atom, 12.44 with BFD and 9.88 with the fitted potential. The deviations from the all-electron value are $+0.4\%$ and $-20\%$. A denser basis gives 12.38, 12.42 and 9.87 $a_0^2$, that is $+0.3\%$ and $-20\%$. The added well has pulled the valence density inward, so quantities that depend on its extent are also at risk.

## When a better calculation looks worse

Now keep the fitted potential and improve the rest. The large basis changes the error in $I_1$ from zero to $+0.055$ eV. Valence correlation then adds $8.7098-7.7191=0.9907$ eV, and the error becomes

$$
0.0553+0.9907=+1.0460\ {\rm eV}.
$$

Each step removes a negative error, and the positive potential error comes into view. Anyone who judged by agreement would conclude that correlation should be left out. Compared with the matched correlated reference, the potential error is $8.7098-7.5335=1.1763$ eV. It exceeds the Hartree–Fock value of 1.1027 eV by 0.0736 eV, which is the difference between the two valence correlation contributions, $0.9907-0.9171$ eV, as the regrouping above requires.

The comparison with a target can also mislead when nothing has been fitted. With the published BFD potential, the large basis and correlated valence electrons, $I_1=7.5598$ eV. This lies 0.104 eV below the target, and a direct comparison would suggest that the potential binds the electron too weakly. The matched reference gives 7.5335 eV, so the potential error is $+0.026$ eV: four times smaller and of opposite sign. The account is

$$
+0.0263-0.1303=-0.1040\ {\rm eV},
$$

where the second term is the core correlation that the target contains, in second order, and the model omits. Relative to this target a small cancellation is present here too, since the potential error offsets part of the omission.

The BFD error is larger with correlation than at Hartree–Fock level, because the potential gives a valence correlation contribution of $7.5598-6.6138=0.9460$ eV instead of 0.9171 eV. With f and g functions both contributions grow by about 0.007 eV, the potential error becomes $+0.028$ eV and the gap to the target $-0.120$ eV, so the sign and the factor of about four are stable while the last digits are not. A potential that passes at Hartree–Fock level still has to be checked at the level at which it will be used.

Cancellation can occur even within one kind of error. With BFD at Hartree–Fock level, the small basis lowers $I_1$ by only $6.6138-6.5986=0.0152$ eV, which seems to show an adequate basis. For $I_2$ the loss is $14.7366-14.4791=0.2575$ eV. Because the valence energy of Mg$^{2+}$ is zero, this is also the amount by which the energy of Mg$^+$ is too high. The energy of Mg is $-(I_1+I_2)$ and is too high by $0.0152+0.2575=0.2727$ eV. The two errors nearly cancel in $I_1$, and removing the second electron exposes them.

## Relativity in the wrong place

A reference can also fail by using a different Hamiltonian. Suppose a scalar-relativistic potential reproduces the scalar-relativistic all-electron atom perfectly, but is compared with a nonrelativistic one. The apparent error is then

$$
I_1^{\rm rel}-I_1^{\rm nonrel},
$$

although the true potential error is zero.

For magnesium at Hartree–Fock level this shift is $6.6164-6.6067=0.0097$ eV. It is larger than the BFD errors at Hartree–Fock level, and several times the error in $I_1$. For cadmium, in a separate and coarser s, p, d basis whose convergence was not tested, the Hartree–Fock energies are about 7.3 eV with X2C and 6.9 eV without relativity, a shift of about 0.4 eV. A faultless potential would be charged with an error of that size. The reverse mistake is equally possible: a potential that lacks this relativistic effect would look excellent against a nonrelativistic reference.

## What agreement can still tell

The relation $\Delta_V=\delta-\Delta_B-\Delta_M$ also states when experiment does constrain a potential. The basis and method errors must be known independently, including core correlation and any relativistic effects outside the model, and their uncertainties must be smaller than the potential error sought. The measurement must refer to the same quantity, so that, for example, nuclear motion has been accounted for. Under these conditions the comparison yields $\Delta_V$ with a combined uncertainty. Finding $\Delta_M$ will often require the very all-electron calculation that serves as the matched reference.

In quantum Monte Carlo the budget has further terms. Fixed-node diffusion Monte Carlo has an error from the nodes of the trial function, a time-step error, and, with a nonlocal potential, an error from the way the nonlocal part is treated. None of these belongs to the potential as an operator, and each may hide or imitate its error. The nodal errors of an all-electron and a pseudopotential calculation need not be equal, so using the same algorithm on both sides does not by itself make a matched pair. Where the system is small enough, a nearly complete treatment of the valence electrons on both sides is the cleaner diagnostic.

A matched test has limits of its own. Agreement for two ionization energies and one orbital size shows that BFD reproduces these properties of magnesium closely, the energies to a few hundredths of an electronvolt with correlation. It says nothing yet about states with occupied p or d orbitals, or about a short bond in which neighbouring cores approach each other. Transferability is established state by state and environment by environment, each time against an all-electron calculation that differs in the core treatment alone. All energies used here, apart from the denser-basis and restricted-spin values quoted as estimates of their uncertainty, are collected in the numerical output.

## Table of computed values

```
Small s exponents (a0^-2): 1.0 0.15 0.05
Large basis functions: 66
Added well width: 1.50 a0
Fitted well depth coefficient: -17.4213 eV
I1 target, AE CCSD + MP2 core: 7.6638 eV
I1 AE X2C HF: 6.6164 eV
I1 BFD HF small: 6.5986 eV
I1 BFD HF large: 6.6138 eV
I1 fitted HF small: 7.6638 eV
I1 fitted HF large: 7.7191 eV
I1 fitted: basis error: -0.0553 eV
I1 fitted: potential error: 1.1027 eV
I1 HF method error: -1.0474 eV
I1 fitted: total error: -0.0000 eV
I1 BFD: matched HF error: -0.0025 eV
I1 core-correlation part: 0.1303 eV
I2 target, AE CCSD + MP2 core: 14.9810 eV
I2 AE X2C HF: 14.7446 eV
I2 BFD HF small: 14.4791 eV
I2 BFD HF large: 14.7366 eV
I2 fitted HF small: 16.6644 eV
I2 fitted HF large: 16.7831 eV
I2 fitted: basis error: -0.1187 eV
I2 fitted: potential error: 2.0386 eV
I2 HF method error: -0.2364 eV
I2 fitted: total error: 1.6834 eV
I2 BFD: matched HF error: -0.0080 eV
I2 core-correlation part: 0.2364 eV
I1 AE valence-correlated: 7.5335 eV
I1 BFD valence-correlated: 7.5598 eV
I1 fitted valence-correlated: 8.7098 eV
I1 BFD matched correlated error: 0.0263 eV
I1 fitted matched correlated error: 1.1763 eV
I1 BFD correlated minus target: -0.1040 eV
I1 fitted correlated minus target: 1.0460 eV
dI1/d(depth), fitted: -0.0774 (dimensionless)
dI2/d(depth), fitted: -0.1352 (dimensionless)
AE 3s <r^2>: 12.3948 a0^2
BFD 3s <r^2>: 12.4430 a0^2
Fitted 3s <r^2>: 9.8793 a0^2
Mg I1 nonrelativistic HF: 6.6067 eV
Mg I1 relativistic shift: 0.0097 eV
Cd I1 nonrelativistic HF: 6.8880 eV
Cd I1 X2C HF: 7.3052 eV
Cd I1 relativistic shift: 0.4172 eV
Largest radial-Gaussian difference: 0.004581 eV
CCSD minus full CI, medium basis: 0.0000001 eV
```
